# Orbital angular momentum in t2g and eg: the minus sign explained: test program

```python
"""Result under test: in the real d basis (yz, zx, xy | z2, x2-y2) the orbital
angular momentum L = -i r x grad (hbar = 1) obeys
    P L_k P = -l_k   (P: t2g projector, l_k: l=1 matrices in the basis x, y, z)
    Q L_k Q = 0      (Q: eg projector).
Consequences are tested for H = delta*Q + zeta*L.S, where delta is the cubic
splitting, zeta the one-electron spin-orbit constant and S the electron spin.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

x, y, z = sp.symbols("x y z", real=True)
AXES = "xyz"

# Product quadrature on the unit sphere, exact for the low degrees used here
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
cos_t, ph = np.meshgrid(nodes, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
points = (sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t)
weights = node_weights[:, None] * np.full((1, 16), 2 * np.pi / 16)


def apply_rotation_generator(k, f):
    """Component k of r x grad acting on f (L_k is -i times this)."""
    r = (x, y, z)
    a, b = (k + 1) % 3, (k + 2) % 3
    return sp.expand(r[a] * sp.diff(f, r[b]) - r[b] * sp.diff(f, r[a]))


def on_sphere(f):
    return sp.lambdify((x, y, z), f, "numpy")(*points) * np.ones_like(cos_t)


def angular_momentum_matrices(functions):
    """Overlap and L matrices by quadrature, functions normalized numerically."""
    values = [on_sphere(f) for f in functions]
    norms = [np.sqrt(np.sum(weights * v * v)) for v in values]
    n = len(functions)
    overlap = np.array([[np.sum(weights * values[i] * values[j])
                         / norms[i] / norms[j] for j in range(n)]
                        for i in range(n)])
    matrices = []
    for k in range(3):
        images = [on_sphere(apply_rotation_generator(k, f)) for f in functions]
        matrices.append(np.array(
            [[-1j * np.sum(weights * values[i] * images[j])
              / norms[i] / norms[j] for j in range(n)] for i in range(n)]))
    return overlap, matrices


def commutator(a, b):
    return a @ b - b @ a


def close(a, b, tol=1e-11):
    return np.allclose(a, b, rtol=0, atol=tol)


d_functions = [y * z, z * x, x * y, 2 * z**2 - x**2 - y**2, x**2 - y**2]
d_names = ["yz", "zx", "xy", "z2", "x2-y2"]
overlap_d, L = angular_momentum_matrices(d_functions)
overlap_p, l = angular_momentum_matrices([x, y, z])
assert close(overlap_d, np.eye(5)) and close(overlap_p, np.eye(3))

# Hand-derived elements: (row, column) -> value, completed by hermiticity
s3 = np.sqrt(3)
derived_elements = [
    {(2, 1): -1j, (3, 0): 1j * s3, (4, 0): 1j},
    {(2, 0): 1j, (3, 1): -1j * s3, (4, 1): 1j},
    {(1, 0): -1j, (4, 2): -2j}]
for k in range(3):
    derived = np.zeros((5, 5), complex)
    for (i, j), value in derived_elements[k].items():
        derived[i, j] = value
        derived[j, i] = np.conj(value)
    assert close(L[k], derived)

# Second road: ladder operators on |2,m>, m = 2..-2, Condon-Shortley phases
m_values = np.arange(2, -3, -1)
raising = np.zeros((5, 5), complex)
for col in range(1, 5):
    m = m_values[col]
    raising[col - 1, col] = np.sqrt(6 - m * (m + 1))
lowering = raising.conj().T
ladder_L = [(raising + lowering) / 2, (raising - lowering) / 2j,
            np.diag(m_values).astype(complex)]
h = 1 / np.sqrt(2)
real_orbitals = np.array([[0, 1j * h, 0, 1j * h, 0],
                          [0, -h, 0, h, 0],
                          [-1j * h, 0, 0, 0, 1j * h],
                          [0, 0, 1, 0, 0],
                          [h, 0, 0, 0, h]]).T
for k in range(3):
    assert close(real_orbitals.conj().T @ ladder_L[k] @ real_orbitals, L[k])

# Main result and the p-shell matrices -i*epsilon
M = [Lk[:3, :3] for Lk in L]
for k in range(3):
    epsilon = np.array([[float(sp.LeviCivita(k, a, b)) for b in range(3)]
                        for a in range(3)])
    assert close(l[k], -1j * epsilon)
    assert close(M[k], -l[k])
    assert close(L[k][3:, 3:], 0)

# Commutators, and the part of them that passes through eg
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    assert close(commutator(L[a], L[b]), 1j * L[k])
    assert close(commutator(M[a], M[b]), -1j * M[k])
    via_eg = L[a][:3, 3:] @ L[b][3:, :3] - L[b][:3, 3:] @ L[a][3:, :3]
    assert close(via_eg, 2j * M[k])
M_squared = sum(Mk @ Mk for Mk in M)
eg_part = sum(Lk[:3, 3:] @ Lk[3:, :3] for Lk in L)
L_squared = sum(Lk @ Lk for Lk in L)
assert close(M_squared, 2 * np.eye(3)) and close(eg_part, 4 * np.eye(3))
assert close(L_squared, 6 * np.eye(5))

# Spin-orbit operator X = L.S in the ten spin orbitals
S = [np.array([[0, 1], [1, 0]], complex) / 2,
     np.array([[0, -1j], [1j, 0]]) / 2,
     np.array([[1, 0], [0, -1]], complex) / 2]
X = sum(np.kron(L[k], S[k]) for k in range(3))
A = X[:6, :6]
assert close(np.linalg.eigvalsh(X), [-1.5] * 4 + [1.0] * 6)
assert close(np.linalg.eigvalsh(A), [-0.5] * 4 + [1.0] * 2)
p_shell_X = sum(np.kron(l[k], S[k]) for k in range(3))
p_levels = np.linalg.eigvalsh(p_shell_X)
assert close(p_levels, [-1.0] * 2 + [0.5] * 4)
coupling_squared = X[:6, 6:] @ X[6:, :6]
assert close(coupling_squared, 1.5 * np.eye(6) - A / 2 - A @ A)
coupling_levels = np.linalg.eigvalsh(coupling_squared)
assert close(coupling_levels, [0.0] * 2 + [1.5] * 4)

# Worked example, energies in eV
zeta, delta = 0.40, 3.0
Q_spin = np.kron(np.diag([0, 0, 0, 1, 1]), np.eye(2))
energies, states = np.linalg.eigh(delta * Q_spin + zeta * X)
half_gap = (delta + zeta / 2) / 2
root = np.sqrt(half_gap**2 + 1.5 * zeta**2)
center = (delta - zeta / 2) / 2
assert close(energies, [center - root] * 4 + [zeta] * 2 + [center + root] * 4)
projected = np.linalg.eigvalsh(zeta * A)
split_projected = projected[4] - projected[0]
split_full = energies[4] - energies[0]
eg_weight = np.sum(np.abs(states[6:, :4])**2) / 4
assert close(eg_weight, (1 - half_gap / root) / 2)
assert np.sum(np.abs(states[6:, 4:6])**2) < 1e-20

# Leading shift of the lower quartet, tested where zeta << delta
large_delta = 300.0
lowest = np.linalg.eigvalsh(large_delta * Q_spin + zeta * X)[0]
shift_ratio = (lowest + zeta / 2) / (-1.5 * zeta**2 / large_delta)
assert abs(shift_ratio - 1) < 2e-3   # next order is about zeta/(2*delta)

# Moments in the doublet of the full Hamiltonian, state with j_z = +1/2
Lz_spin = np.kron(L[2], np.eye(2))
Sz_spin = np.kron(np.eye(5), S[2])
P_spin = np.eye(10) - Q_spin
jz = -P_spin @ Lz_spin @ P_spin + Sz_spin
doublet = states[:, 4:6]
jz_values, mixing = np.linalg.eigh(doublet.conj().T @ jz @ doublet)
assert close(jz_values, [-0.5, 0.5])
up = doublet @ mixing[:, 1]
mean_Lz = np.vdot(up, Lz_spin @ up).real
mean_Sz = np.vdot(up, Sz_spin @ up).real
assert close([mean_Lz, mean_Sz], [-2 / 3, -1 / 6])
wrong_sign_moment = -mean_Lz + 2 * mean_Sz
assert close([mean_Lz + 2 * mean_Sz, wrong_sign_moment], [-1, 1 / 3])

hartree = physical_constants["Hartree energy in eV"][0]


def row_text(row):
    return " ".join(f"{np.round(v, 4) + 0.0:8.4f}" for v in row)


print("Basis order:", ", ".join(d_names))
for k in range(3):
    assert close(L[k].real, 0)
    print(f"Im L{AXES[k]} (hbar), real part zero:")
    for row in L[k].imag:
        print(row_text(row))
print("Largest |P L P + l| (hbar):",
      f"{max(np.abs(M[k] + l[k]).max() for k in range(3)):.0e}")
print("Largest |eg block| (hbar):",
      f"{max(np.abs(Lk[3:, 3:]).max() for Lk in L):.0e}")
print(f"L^2 on t2g, path inside t2g (hbar^2): {M_squared[0, 0].real:.4f}")
print(f"L^2 on t2g, path through eg (hbar^2): {eg_part[0, 0].real:.4f}")
print("L.S eigenvalues in t2g (hbar^2):", row_text(np.linalg.eigvalsh(A)))
print("l.S eigenvalues in p shell (hbar^2):", row_text(p_levels))
print("Eigenvalues of PXQXP (hbar^4):", row_text(coupling_levels))
print(f"zeta (eV): {zeta:.2f}")
print(f"delta (eV): {delta:.2f}")
print(f"Projected quartet (eV): {projected[0]:.4f}")
print(f"Projected doublet (eV): {projected[4]:.4f}")
print(f"Full lower quartet (eV): {energies[0]:.4f}")
print(f"Full doublet (eV): {energies[4]:.4f}")
print(f"Full upper quartet (eV): {energies[6]:.4f}")
print(f"Shift of lower quartet, full (eV): {energies[0] - projected[0]:.4f}")
print(f"Shift, leading estimate (eV): {-1.5 * zeta**2 / delta:.4f}")
print(f"Shift ratio full/leading at delta = {large_delta:.0f} eV:"
      f" {shift_ratio:.5f}")
print(f"Splitting, projected (eV): {split_projected:.4f}")
print(f"Splitting, full (eV): {split_full:.4f}")
print(f"Splitting, full (hartree): {split_full / hartree:.5f}")
print(f"eg weight in lower quartet (fraction): {eg_weight:.4f}")
print(f"Doublet, j_z=+1/2: <Lz> (hbar): {mean_Lz:.4f}")
print(f"Doublet, j_z=+1/2: <Sz> (hbar): {mean_Sz:.4f}")
print(f"Doublet, j_z=+1/2: <Lz+2Sz> (hbar): {mean_Lz + 2 * mean_Sz:.4f}")
print(f"Same with wrong sign of L (hbar): {wrong_sign_moment:.4f}")
print("all good")
```

Output:

```
Basis order: yz, zx, xy, z2, x2-y2
Im Lx (hbar), real part zero:
  0.0000   0.0000   0.0000  -1.7321  -1.0000
  0.0000   0.0000   1.0000   0.0000   0.0000
  0.0000  -1.0000   0.0000   0.0000   0.0000
  1.7321   0.0000   0.0000   0.0000   0.0000
  1.0000   0.0000   0.0000   0.0000   0.0000
Im Ly (hbar), real part zero:
  0.0000   0.0000  -1.0000   0.0000   0.0000
  0.0000   0.0000   0.0000   1.7321  -1.0000
  1.0000   0.0000   0.0000   0.0000   0.0000
  0.0000  -1.7321   0.0000   0.0000   0.0000
  0.0000   1.0000   0.0000   0.0000   0.0000
Im Lz (hbar), real part zero:
  0.0000   1.0000   0.0000   0.0000   0.0000
 -1.0000   0.0000   0.0000   0.0000   0.0000
  0.0000   0.0000   0.0000   0.0000   2.0000
  0.0000   0.0000   0.0000   0.0000   0.0000
  0.0000   0.0000  -2.0000   0.0000   0.0000
Largest |P L P + l| (hbar): 2e-15
Largest |eg block| (hbar): 7e-17
L^2 on t2g, path inside t2g (hbar^2): 2.0000
L^2 on t2g, path through eg (hbar^2): 4.0000
L.S eigenvalues in t2g (hbar^2):  -0.5000  -0.5000  -0.5000  -0.5000   1.0000   1.0000
l.S eigenvalues in p shell (hbar^2):  -1.0000  -1.0000   0.5000   0.5000   0.5000   0.5000
Eigenvalues of PXQXP (hbar^4):   0.0000   0.0000   1.5000   1.5000   1.5000   1.5000
zeta (eV): 0.40
delta (eV): 3.00
Projected quartet (eV): -0.2000
Projected doublet (eV): 0.4000
Full lower quartet (eV): -0.2733
Full doublet (eV): 0.4000
Full upper quartet (eV): 3.0733
Shift of lower quartet, full (eV): -0.0733
Shift, leading estimate (eV): -0.0800
Shift ratio full/leading at delta = 300 eV: 0.99933
Splitting, projected (eV): 0.6000
Splitting, full (eV): 0.6733
Splitting, full (hartree): 0.02474
eg weight in lower quartet (fraction): 0.0219
Doublet, j_z=+1/2: <Lz> (hbar): -0.6667
Doublet, j_z=+1/2: <Sz> (hbar): -0.1667
Doublet, j_z=+1/2: <Lz+2Sz> (hbar): -1.0000
Same with wrong sign of L (hbar): 0.3333
all good
```
